# Classifying Grain-Boundary Diffusion from Diffusion Length, Grain Size and Boundary Width: verification in Python

```python
# Result under test: lattice diffusion length L = sqrt(D*t) classifies diffusion
# in a polycrystal: type C for L << delta, B for delta << L << d, A for L >> d.
# D: lattice diffusivity, Db: boundary diffusivity, t: annealing time,
# d: grain size, delta: boundary width, alpha = delta/(2L), no segregation.
# Tracer starting in an isolated boundary remains there with fraction
# f = exp(1/alpha^2)*erfc(1/alpha); complete mixing gives g = delta/(d+delta).
# Lengths are in nm and times in s unless a name says otherwise.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import erfcx

D_m2 = 1e-20
D = D_m2 * 1e18
t = 1e4
d = 1000.0
delta = 0.5
Db_m2 = 1e-13            # rough value for copper near 400 C
Db = Db_m2 * 1e18

L = np.sqrt(D * t)
alpha = delta / (2 * L)
g = delta / (d + delta)


def lateral_operator(stretch, cells=400):
    """Symmetric diffusion operator for half a boundary and half a grain."""
    x = np.linspace(0, 1, cells + 1)
    edges = 0.5 * d * np.expm1(stretch * x) / np.expm1(stretch)
    h = np.diff(edges)
    widths = np.concatenate(([delta / 2], h))
    gaps = np.concatenate(([h[0] / 2], (h[:-1] + h[1:]) / 2))
    conductance = D / gaps
    K = np.zeros((cells + 1, cells + 1))
    i = np.arange(cells)
    K[i, i] += conductance
    K[i + 1, i + 1] += conductance
    K[i, i + 1] -= conductance
    K[i + 1, i] -= conductance
    return K / np.sqrt(np.outer(widths, widths)), widths


S, widths = lateral_operator(8.0)
rates, modes = np.linalg.eigh(S)


def fraction_numeric(time):
    return float(np.sum(modes[0]**2 * np.exp(-rates * time)))


def fraction_isolated(time):
    return float(erfcx(2 * np.sqrt(D * time) / delta))


# Practical limits of type B: alpha = 0.1 and L = d/10.
t_low = 25 * delta**2 / D
t_high = d**2 / (100 * D)
t_short = (delta / 20)**2 / D       # alpha = 10
t_cross = (delta / 2)**2 / D        # alpha = 1
t_mixed = d**2 / D                  # L = d

# Isolated-boundary law against the finite-volume solution with finite grains.
for time in (t_short, t_cross, t_low, t, t_high):
    assert abs(fraction_numeric(time) / fraction_isolated(time) - 1) < 5e-3
f_now = fraction_numeric(t)
f_short = fraction_numeric(t_short)
f_mixed = fraction_numeric(t_mixed)
assert f_short > 0.85
assert abs(f_now / (alpha / np.sqrt(np.pi)) - 1) < 0.01
assert abs(f_mixed / g - 1) < 0.01
assert f_now > 10 * g

# Tracer density at the grain centre, relative to complete mixing.
centre_amount = np.sqrt(widths[-1] / widths[0]) * np.sum(
    modes[-1] * modes[0] * np.exp(-rates * t))
centre_relative = centre_amount / widths[-1] * widths.sum()
assert abs(centre_relative) < 1e-6

# Effective diffusivity from the slowest decay of a long wave along boundaries.
# A milder grid keeps rounding well below the very small decay rate.
S_long, widths_long = lateral_operator(5.0)
k_squared = 2e-12
D_along = np.full(len(widths_long), D)
D_along[0] = Db
decay = np.linalg.eigvalsh(S_long + k_squared * np.diag(D_along))[0]
Deff_numeric = decay / k_squared
Deff = (1 - g) * D + g * Db
assert abs(Deff_numeric / Deff - 1) < 0.01

# Penetration estimate against the time-dependent boundary solution.
depth = np.sqrt(delta * Db / 2) * (np.pi * t / D)**0.25


def boundary_concentration(z):
    def transform(s):
        leak = 2 * mp.sqrt(s * D) / delta
        return mp.exp(-z * mp.sqrt((s + leak) / Db)) / s
    return float(mp.invertlaplace(transform, t, method='talbot'))


depth_numeric = brentq(lambda z: boundary_concentration(z) - np.exp(-1),
                       0.2 * depth, 3 * depth, rtol=1e-6)
# The estimate treats leakage as quasi-steady, so only rough agreement is due.
assert abs(depth / depth_numeric - 1) < 0.25
ratio_needed = 1 / (np.sqrt(np.pi) * alpha)
assert abs((depth / L)**2 * ratio_needed / (Db / D) - 1) < 1e-10

if L > 10 * d:
    regime = "A"
elif alpha < 0.1 and L < d / 10:
    regime = "B"
elif alpha > 10:
    regime = "C"
else:
    regime = "crossover"
assert regime == "B"

# Rough copper values for temperature and neglected effects.
kB_eV = constants.k / constants.e
activation_eV = 2.0
prefactor_m2 = 2e-5


def temperature_for(diffusivity_m2):
    return activation_eV / (kB_eV * np.log(prefactor_m2 / diffusivity_m2))


T = temperature_for(D_m2)
T_low = temperature_for(D_m2 * t_low / t)
T_high = temperature_for(D_m2 * t_high / t)
gamma = 0.6                    # boundary energy, J/m2
atomic_volume = 0.012          # nm3
jump = 0.25                    # nm
pressure = 2 * gamma / (d * 1e-9)
drive = pressure * atomic_volume * 1e-27 / (constants.k * T)
speed_free = Db / jump * drive
speed_allowed = L / t
assert speed_free > speed_allowed
dislocation_density = 1e12     # per m2
dislocation_spacing = 1e9 / np.sqrt(dislocation_density)

print(f"Lattice diffusivity D: {D_m2:.1e} m2/s = {D:.3g} nm2/s")
print(f"Annealing time t: {t:.3g} s = {t / 3600:.2f} h")
print(f"Grain size d: {d:.0f} nm")
print(f"Boundary width delta: {delta:.2f} nm")
print(f"Product D*t: {D * t:.1f} nm2")
print(f"Lattice diffusion length L: {L:.2f} nm")
print(f"L/delta: {L / delta:.1f}")
print(f"L/d: {L / d:.4f}")
print(f"alpha: {alpha:.4f}")
print(f"Harrison regime: type {regime}")
print(f"Fraction left in boundary, formula: {fraction_isolated(t):.5f}")
print(f"Fraction left in boundary, numerical: {f_now:.5f}")
print(f"Small-alpha estimate alpha/sqrt(pi): {alpha / np.sqrt(np.pi):.5f}")
print(f"Boundary volume fraction g: {g:.4e}")
print(f"Fraction left divided by g: {f_now / g:.1f}")
print(f"Time for alpha = 10: {t_short:.4f} s")
print(f"Numerical fraction at alpha = 10: {f_short:.4f}")
print(f"Time for alpha = 1: {t_cross:.2f} s")
print(f"Numerical fraction at alpha = 1: {fraction_numeric(t_cross):.4f}")
print(f"Time for L = d: {t_mixed:.2e} s")
print(f"Numerical fraction at L = d: {f_mixed:.4e}")
print(f"Type B lower practical time: {t_low:.0f} s")
print(f"Type B upper practical time: {t_high:.2e} s = {t_high/86400:.1f} days")
print(f"Rough copper Db: {Db_m2:.1e} m2/s")
print(f"Db/D: {Db / D:.2e}")
print(f"Deff after complete mixing, formula: {Deff * 1e-18:.3e} m2/s")
print(f"Deff from wave decay: {Deff_numeric * 1e-18:.3e} m2/s")
print(f"Db/D at which boundary depth equals L: {ratio_needed:.1f}")
print(f"Boundary depth, estimate: {depth / 1000:.2f} micrometre")
print(f"Boundary 1/e depth, numerical: {depth_numeric / 1000:.2f} micrometre")
print(f"Rough copper activation energy: {activation_eV:.1f} eV")
print(f"Rough copper prefactor: {prefactor_m2:.1e} m2/s")
print(f"Temperature matching D: {T:.0f} K = {T - 273.15:.0f} C")
print(f"Type B temperature window at this t: {T_low:.0f} to {T_high:.0f} K")
print(f"Rough boundary energy: {gamma:.1f} J/m2")
print(f"Rough atomic volume: {atomic_volume:.3f} nm3")
print(f"Rough jump length: {jump:.2f} nm")
print(f"Capillary pressure 2*gamma/d: {pressure / 1e6:.2f} MPa")
print(f"Free boundary speed, crude estimate: {speed_free:.0f} nm/s")
print(f"Speed that moves a boundary by L in t: {speed_allowed:.1e} nm/s")
print(f"Smallest grain within type B limit: {10 * L:.0f} nm")
print(f"Rough dislocation density: {dislocation_density:.1e} per m2")
print(f"Dislocation spacing: {dislocation_spacing:.0f} nm")
print(f"Dislocation spacing divided by L: {dislocation_spacing / L:.0f}")
print("PASS")
```

It prints:

```
Lattice diffusivity D: 1.0e-20 m2/s = 0.01 nm2/s
Annealing time t: 1e+04 s = 2.78 h
Grain size d: 1000 nm
Boundary width delta: 0.50 nm
Product D*t: 100.0 nm2
Lattice diffusion length L: 10.00 nm
L/delta: 20.0
L/d: 0.0100
alpha: 0.0250
Harrison regime: type B
Fraction left in boundary, formula: 0.01410
Fraction left in boundary, numerical: 0.01410
Small-alpha estimate alpha/sqrt(pi): 0.01410
Boundary volume fraction g: 4.9975e-04
Fraction left divided by g: 28.2
Time for alpha = 10: 0.0625 s
Numerical fraction at alpha = 10: 0.8966
Time for alpha = 1: 6.25 s
Numerical fraction at alpha = 1: 0.4276
Time for L = d: 1.00e+08 s
Numerical fraction at L = d: 4.9975e-04
Type B lower practical time: 625 s
Type B upper practical time: 1.00e+06 s = 11.6 days
Rough copper Db: 1.0e-13 m2/s
Db/D: 1.00e+07
Deff after complete mixing, formula: 4.999e-17 m2/s
Deff from wave decay: 4.994e-17 m2/s
Db/D at which boundary depth equals L: 22.6
Boundary depth, estimate: 6.66 micrometre
Boundary 1/e depth, numerical: 5.70 micrometre
Rough copper activation energy: 2.0 eV
Rough copper prefactor: 2.0e-05 m2/s
Temperature matching D: 659 K = 386 C
Type B temperature window at this t: 611 to 758 K
Rough boundary energy: 0.6 J/m2
Rough atomic volume: 0.012 nm3
Rough jump length: 0.25 nm
Capillary pressure 2*gamma/d: 1.20 MPa
Free boundary speed, crude estimate: 633 nm/s
Speed that moves a boundary by L in t: 1.0e-03 nm/s
Smallest grain within type B limit: 100 nm
Rough dislocation density: 1.0e+12 per m2
Dislocation spacing: 1000 nm
Dislocation spacing divided by L: 100
PASS
```
